# Optimal interconnect width at fixed pitch when resistivity depends on width

## Question

I have an array of parallel metal lines at fixed pitch $p$. Each line has width $w$, so the dielectric gap to the next line is $p-w$. A wider line has less resistance, $R\propto 1/w$, but its sidewalls sit closer to the neighbours, so $C\propto 1/(p-w)$. Minimizing the product gives me $w=p/2$.

The exercise then says that the resistivity of a narrow line contains a term $a/w$ and asks how the optimum moves. I can differentiate the new expression, but I get a quadratic and don't know which root to trust, or whether it is a minimum. I also don't see where $a$ comes from, how large the shift is for sensible numbers, or whether it matters for the delay. Is $RC$ even the right thing to minimize for a line whose resistance and capacitance are spread along its length?

## Answer

**What is being minimized**

Let the line have length $L$ and height $h$. I use atomic units in the algebra, with $\hbar=m=e=4\pi\epsilon_0=1$. The pitch, $L$, $h$ and the relative permittivity $\kappa$ of the dielectric are fixed. Only the facing sidewalls carry capacitance, and both neighbours are held at constant potential. The lines are tall compared with both $w$ and the gap, so each gap is treated as a parallel-plate capacitor.

The resistance is
$$R=\frac{\rho L}{wh}.$$

For the capacitance, a surface charge density $q$ on a sidewall produces a field $4\pi q/\kappa$ in the gap, by Gauss's law. The voltage across the gap is $4\pi q(p-w)/\kappa$, so one gap has capacitance $\kappa/[4\pi(p-w)]$ per unit area. There are two gaps, each with area $hL$:
$$C=\frac{2\kappa hL}{4\pi(p-w)}=\frac{\kappa hL}{2\pi(p-w)}.$$

Now apply a unit voltage step at $x=0$ and leave the end $x=L$ open. Define the delay $T$ as the time integral of $1-V(L,t)$. This missing voltage is the resistive drop along the line,
$$1-V(L,t)=\int_0^L\frac{R}{L}\,I(x,t)\,dx.$$
The current through $x$ charges everything downstream of $x$. Each point finally rises from 0 to 1, so the total charge that passes $x$ is $\int_0^\infty I\,dt=(C/L)(L-x)$. Therefore
$$T=\frac{RC}{L^2}\int_0^L(L-x)\,dx=\frac{RC}{2}=\frac{\kappa\rho L^2}{4\pi\,w(p-w)}.$$

So $RC$ is the right quantity, with a factor $1/2$ that does not affect the optimum. The time for the far end to reach half the step is shorter, about $0.38\,RC$, but it is also proportional to $RC$ and has the same optimum. Inductance is neglected, which requires $RC$ to be long compared with the time of flight $L\sqrt\kappa/c$. The height has cancelled: a taller line has less resistance and more sidewall capacitance in the same proportion. In this model a lower $\kappa$ shortens the delay proportionally but leaves the best width where it was.

**Constant resistivity**

Completing the square,
$$w(p-w)=\frac{p^2}{4}-\left(w-\frac p2\right)^2 .$$
The denominator of $T$ is largest, and $T$ smallest, at $w=p/2$. The minimum delay is $\kappa\rho L^2/(\pi p^2)$.

**Which way the optimum moves**

Let $\rho$ depend on $w$. Setting the derivative of $\ln T=\ln\rho-\ln w-\ln(p-w)+\text{const}$ to zero gives
$$-\frac{d\ln\rho}{dw}=\frac{1}{p-w}-\frac1w=\frac{2w-p}{w(p-w)}.$$
If resistivity falls as the line widens, the left side is positive, and the right side is positive only for $w>p/2$. Widening now helps twice, through the larger cross-section and through the better metal, so it pays to give up some of the gap.

**Where $a/w$ comes from**

I read the extra term as a relative correction,
$$\rho(w)=\rho_0\left(1+\frac aw\right),$$
where $a>0$ is a length. Electron scattering at the sidewalls gives such a term.

Take a free-electron metal with bulk scattering time $\tau$, Fermi velocity $v_F$ and mean free path $\lambda=v_F\tau$. Suppose that a collision with a sidewall randomizes the direction completely (a fully diffuse wall). The top and bottom are ignored because $h\gg w$.

Consider an electron at distance $d$ from the wall it came from, moving at an angle whose cosine with the wall normal has magnitude $u$. It left that wall a time $t_w=d/(v_Fu)$ ago, unless it has scattered in the bulk since. The mean time for which the field has accelerated it is
$$\int_0^{t_w}e^{-t/\tau}dt=\tau\left(1-e^{-d/(\lambda u)}\right).$$

In linear response, each direction contributes to the conductivity in proportion to this time and to the square of the velocity along the line. One factor of velocity comes from the energy gained from the field, the other from the current carried. Averaged over the azimuth, the squared velocity is proportional to $1-u^2$. Since $\int_0^1(1-u^2)du=2/3$, the normalized weight on $0<u<1$ is $\tfrac32(1-u^2)$.

The distance $d$ is uniformly distributed between 0 and $w$, and
$$\frac1w\int_0^we^{-d/(\lambda u)}\,dd=\frac{\lambda u}{w}\left(1-e^{-w/(\lambda u)}\right).$$
Hence
$$\frac{\sigma}{\sigma_0}=1-\frac{3\lambda}{2w}\int_0^1(u-u^3)\left(1-e^{-w/(\lambda u)}\right)du.$$

For $w\gg\lambda$ the exponential is negligible, because it never exceeds $e^{-w/\lambda}$. The remaining integral is $\tfrac12-\tfrac14=\tfrac14$, so
$$\frac{\sigma}{\sigma_0}\simeq1-\frac{3\lambda}{8w},\qquad \frac{\rho}{\rho_0}\simeq1+\frac{3\lambda}{8w},\qquad a=\frac{3\lambda}{8}.$$
The inversion from $\sigma$ to $\rho$ drops terms of order $(\lambda/w)^2$. The $a/w$ law is therefore a wide-line approximation to this scattering model. In a real line the value of $a$ differs: partly specular walls lower it, while grain boundaries, when the grain size scales with the width, and resistive liners add further width dependence that this model leaves out.

**The quadratic and its correct root**

With the $a/w$ law, $T$ is proportional to
$$F(w)=\frac{1+a/w}{w(p-w)}=\frac{w+a}{w^2(p-w)},$$
and
$$\frac{d\ln F}{dw}=\frac1{w+a}-\frac2w+\frac1{p-w}.$$
Put this over the common denominator $w(w+a)(p-w)$, which is positive for $0<w<p$. The numerator is
$$Q(w)=w(p-w)-2(w+a)(p-w)+w(w+a).$$
Expanding the three products,
$$Q=(pw-w^2)+(-2pw+2w^2-2ap+2aw)+(w^2+aw),$$
$$Q(w)=2w^2+(3a-p)w-2ap.$$

The product of the two roots of $Q$ is $-ap$, which is negative, so exactly one root is positive. That is the one to keep:
$$w^*=\frac{p-3a+\sqrt{(p-3a)^2+16ap}}{4}.$$
Under the root, $p^2+10ap+9a^2=(p+a)(p+9a)$, so
$$\boxed{w^*=\frac{p-3a+\sqrt{(p+a)(p+9a)}}{4}}$$

To locate it, evaluate $Q$ at two widths:
$$Q\!\left(\frac p2\right)=\frac{p^2}{2}+\frac{3ap}{2}-\frac{p^2}{2}-2ap=-\frac{ap}{2}<0,$$
$$Q\!\left(\frac{2p}{3}\right)=\frac{8p^2}{9}+2ap-\frac{2p^2}{3}-2ap=\frac{2p^2}{9}>0.$$
Thus $p/2<w^*<2p/3$. Since $Q$ has the same sign as the slope of $\ln F$, the delay falls for $w<w^*$ and rises for $w>w^*$. The root is the unique minimum.

**Small and large $a$**

Write $\alpha=a/p$. For small $\alpha$, use $\sqrt{1+x}=1+x/2-x^2/8+\dots$ with $x=10\alpha+9\alpha^2$:
$$\sqrt{1+10\alpha+9\alpha^2}=1+5\alpha+\left(\frac92-\frac{100}{8}\right)\alpha^2+\dots=1+5\alpha-8\alpha^2+\dots$$
Adding $1-3\alpha$ and dividing by 4,
$$w^*=\frac p2+\frac a2-\frac{2a^2}{p}+\dots$$
To first order, the line should be widened by half the length $a$, whatever the pitch.

In the opposite limit $a\gg p$, the resistivity is nearly $\rho_0a/w$ and $F\to a/[w^2(p-w)]$. The condition $2/w=1/(p-w)$ then gives $w=2p/3$. Between the limits, solve $Q=0$ for $a$:
$$a=\frac{w^*(2w^*-p)}{2p-3w^*}.$$
For $p/2<w^*<2p/3$ the numerator grows with $w^*$ and the positive denominator shrinks, so a larger $a$ always means a larger $w^*$. Direct numerical minimization agrees with the closed form from $a/p=0.01$ to $1000$. The large-$a$ end describes the algebraic law. It does not describe the diffuse-wall metal above, for which the law requires $a\ll w$.

**What the shift gains**

Near the minimum, a width error $\delta$ raises $\ln T$ by half the curvature times $\delta^2$. To leading order the curvature is its value at $w=p/2$, $a=0$:
$$\frac1{w^2}+\frac1{(p-w)^2}=\frac8{p^2}.$$
If you keep $w=p/2$, then $\delta=a/2$ to leading order, and the excess delay relative to the minimum is
$$\frac{T(p/2)}{T(w^*)}-1\simeq\frac12\cdot\frac8{p^2}\cdot\frac{a^2}{4}=\left(\frac ap\right)^2.$$
The width shift is first order in $a/p$, but the saving in delay is second order.

**A numerical case**

Take an unnamed free-electron metal with Fermi energy $E_F=10$ eV, bulk scattering rate $\Gamma=\hbar/\tau=0.1$ eV and fully diffuse sidewalls. Let $p=400$ Å, $L=100000$ Å and $\kappa=3$. These are round model parameters.

In atomic units $k_F=\sqrt{2E_F}$, which converts to 1.6201 Å$^{-1}$. The mean free path is $\lambda=k_F/\Gamma=2E_F/(\Gamma k_F)$. The last form contains only a ratio of energies and a wave number, so eV and Å can be inserted directly:
$$\lambda=\frac{2\times10}{0.1\times1.6201}=123.45\ \text{Å},\qquad a=\frac38\lambda=46.29\ \text{Å}.$$

The electron density is $n=k_F^3/(3\pi^2)=0.1436$ Å$^{-3}$. A field $E$ gives a drift speed $E\tau$ and a current density $nE\tau$, so $\sigma_0=n\tau$ and $\rho_0=\Gamma/n$. With $4\pi\epsilon_0=1$, resistivity has the dimension of time. This formula holds in atomic units, so convert first: $\Gamma=0.1/27.211=0.003675$ hartree and $n=0.1436\times0.5292^3=0.02128$ per cubic bohr. Their ratio is $0.1727\ \hbar/\text{hartree}$, or $\rho_0=0.006346\ \hbar/\text{eV}$.

The optimum is
$$w^*=\frac{400-138.87+\sqrt{446.29\times816.61}}{4}=\frac{261.13+603.69}{4}=216.2\ \text{Å},$$
which leaves a gap of 183.8 Å. The shift is 16.2 Å. The first-order estimate $a/2$ gives 23.1 Å, and including the second-order term gives 12.4 Å. The square root in $w^*$ vanishes at $a=-p/9$, so the series diverges for $a/p>1/9$, and here $a/p=0.116$. This is only just outside the range of convergence, so the next few terms still reduce the error, but slowly, and the series never settles on the exact value. Use the closed form.

At $w^*$ the law gives $\rho/\rho_0=1+46.29/216.21=1.214$, and the delay is
$$T=\frac{3\times0.006346\times1.2141\times(10^5)^2}{4\pi\times216.21\times183.79}=463\ \hbar/\text{eV},$$
or about 305 fs. The far end reaches half the step at about 231 fs, and the time of flight along the line is only 58 fs, so neglecting inductance is safe here. At $w=p/2$ the delay $T$ is 466 $\hbar$/eV, only 0.76% longer than the minimum. The leading estimate $(a/p)^2=1.34\%$ is about 1.8 times this excess, mainly because the true shift is smaller than $a/2$: with the actual 16.2 Å, the same curvature formula gives $4(16.21/400)^2=0.66\%$.

The small saving has a price. Moving from $p/2$ to $w^*$ multiplies the capacitance by $200/183.79=1.088$. The energy stored at a given voltage, $CV^2/2$, rises by the same 8.8%. If switching energy matters as well as delay, this model gives little reason to go all the way to $w^*$.

**How far to trust the $a/w$ law here**

At the optimum $w^*/\lambda=1.75$, which is not much larger than 1. The full diffuse-wall integral gives $\rho/\rho_0=1.255$ at this width, so the $a/w$ law is about 3% low relative to it. Minimizing the delay with the full integral puts the optimum at 219.7 Å, a shift of 19.7 Å instead of 16.2 Å.

The shift is more sensitive than the resistivity because the optimum condition contains the slope $d\ln\rho/dw$. At $w=216.2$ Å, $-d\ln\rho/dw$ is $8.2\times10^{-4}$ Å$^{-1}$ for the $a/w$ law and $10.2\times10^{-4}$ Å$^{-1}$ for the full integral. The slopes differ by 25% where the resistivities differ by only 3%. The direction of the shift survives, but the $a/w$ law makes it between 3 and 4 Å too small compared with the full integral of the same scattering model. It also understates the saving in delay: with the full integral, keeping $w=p/2$ costs 1.16% instead of 0.76%, which is still small.

**What changes if the circuit has more in it**

The slope of $T$ is negative below $w^*$ and positive above it, so the effect of an added delay term follows from its own slope.

- Suppose there is extra capacitance per unit length $B+Dw$, with $B$ a fringe part idealized as width-independent (at fixed pitch the real fringe grows as the gap closes) and $Dw$ a plate-like part to the layers above and below. It adds a delay proportional to $(1+a/w)(B/w+D)$. For $a>0$ this falls with $w$, so the optimum moves above $w^*$. For $a=0$ and $B=0$ it is constant, and $p/2$ survives.
- A driver resistance $R_d$ carries all the charge $C$ and adds $R_dC\propto1/(p-w)$. This rises with $w$, so the optimum moves below $w^*$.
- A load capacitance $C_L$ at the far end draws its charge through the whole line and adds $RC_L$. This falls with $w$, so the optimum moves above $w^*$.

The bounds $p/2$ and $2p/3$ therefore belong to the isolated problem you were set: sidewall capacitance, line resistance and the $a/w$ law. The numerical case also assumes lines much taller than the gap. If a line is only about twice as tall as it is wide, the fringe field at its edges is not small and the height no longer cancels. For $h=400$ Å at this pitch, with no layers above or below, the capacitance at $w=200$ Å is about 66% above the parallel-plate value, and the optimum with the $a/w$ law moves from 216 Å to about 237 Å, a change comparable with the $a/w$ shift itself. Diffuse scattering at the top and bottom also raises $\rho/\rho_0$ at $w=216$ Å from 1.255 to about 1.39, although it lowers the optimum width by less than 2 Å. For such lines, compute the capacitance from the actual cross-section before choosing a width. The numerical output below lists the values for this case and $w^*/p$ for several ratios $a/p$.

## Computed results

```
Fermi energy (input): 10.0 eV
bulk scattering rate (input): 0.10 eV
pitch p (input): 400.0 angstrom
line length L (input): 100000 angstrom
relative permittivity (input): 3.0
Fermi wave number: 1.6201 1/angstrom
electron density: 0.14361 1/angstrom^3
bulk resistivity rho0: 0.006346 hbar/eV
bulk mean free path: 123.45 angstrom
length a = 3*lambda/8: 46.29 angstrom
ratio a/p: 0.1157
optimum for constant resistivity: 200.00 angstrom
optimum w* with a/w: 216.21 angstrom
gap p - w*: 183.79 angstrom
w*/p: 0.5405
shift w* - p/2: 16.21 angstrom
first-order shift a/2: 23.15 angstrom
second-order shift: 12.43 angstrom
delay at p/2, a/w law: 466.42 hbar/eV
delay at w*, a/w law: 462.89 hbar/eV
delay at w*, converted: 304.7 fs
excess delay at p/2: 0.763 percent
leading estimate (a/p)^2: 1.339 percent
w*/lambda: 1.751
rho/rho0 at w*, a/w law: 1.2141
rho/rho0 at w*, full diffuse walls: 1.2552
sigma/sigma0 at w*, full integral: 0.7967
sigma/sigma0 at w*, sampled: 0.7980 +- 0.0009
optimum, full diffuse walls: 219.66 angstrom
shift, full walls: 19.66 angstrom
a/p = 0.01: searched w*/p = 0.5048
a/p = 0.1: searched w*/p = 0.5364
a/p = 0.3: searched w*/p = 0.5733
a/p = 1: searched w*/p = 0.6180
a/p = 10: searched w*/p = 0.6596
a/p = 1000: searched w*/p = 0.6666
```
